# Apparent Schottky barrier of a contact with Gaussian barrier disorder

**Question**

I am working on metal contacts to silicon for test structures. The Schottky barrier is not the same everywhere under the metal. I am told to describe it by a Gaussian with standard deviation 0.08 eV, and to show that at 300 K the thermionic barrier is reduced by approximately 0.12 eV.

I can't see where a reduction comes from. A Gaussian is symmetric, so high and low patches should cancel and leave the mean barrier. When I instead look for the barrier at which most of the current flows, I find a shift of about 0.25 eV, twice what I am supposed to get. Which barrier is being reduced, relative to what, and when can I trust the number for a real contact?

**Answer**

The number refers to the barrier you would infer from the absolute size of the thermionic current, measured from the mean barrier. High and low patches cancel in the average of the barrier, but not in the average of the current, because the current depends exponentially on the barrier. Your 0.25 eV is also meaningful, but it answers a different question.

**Current through one patch**

Measure energies from the Fermi level of the metal, and let $\phi$ be the local barrier height. Take the $x$ axis normal to the contact. Electrons with energy $E$ in the normal motion cross the barrier if $E>\phi$. For an isotropic mass $m$, with two spin states per cell $h^3$ of phase space, the current density from metal to semiconductor is

$$J=\frac{2q}{h^3}\int v_x f\,dp_x\,dp_y\,dp_z ,\qquad v_x\,dp_x=dE .$$

With $E_\perp=p_\perp^2/2m$, the transverse momentum element is $2\pi p_\perp dp_\perp=2\pi m\,dE_\perp$. Integrating the Fermi function over $E_\perp$ gives

$$\int_0^\infty\frac{2\pi m\,dE_\perp}{1+e^{(E+E_\perp)/kT}}=2\pi m\,kT\ln\!\left(1+e^{-E/kT}\right).$$

Hence

$$J=\frac{4\pi q m kT}{h^3}\int_\phi^\infty \ln\!\left(1+e^{-E/kT}\right)dE .$$

For $\phi\gg kT$, use $\ln(1+u)= u-u^2/2+\dots$ and integrate term by term:

$$J= A T^2e^{-\phi/kT}\left(1-\tfrac14 e^{-\phi/kT}+\dots\right),\qquad A=\frac{4\pi q m k^2}{h^3}.$$

The second term is the leading effect of degeneracy, and I drop it. For silicon, the valleys, their anisotropic masses and the transmission probability are collected in an effective Richardson constant $A^*$, taken equal for all patches. The local law is then

$$J(\phi)=A^*T^2e^{-\phi/kT}.$$

This is also the saturation current density of the diode, provided that the barrier does not change with bias.

**Average over the contact**

Suppose that the patches conduct in parallel, each with its own barrier. The measured current density is the area average of the local one. Let $\Phi$ be the mean barrier, $\sigma$ the standard deviation and $\delta=\phi-\Phi$. Then

$$\langle J\rangle=A^*T^2e^{-\Phi/kT}\int_{-\infty}^{\infty}\frac{d\delta}{\sigma\sqrt{2\pi}}\exp\!\left(-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{kT}\right).$$

To complete the square, expand

$$\frac{(\delta+\sigma^2/kT)^2}{2\sigma^2}=\frac{\delta^2}{2\sigma^2}+\frac{\delta}{kT}+\frac{\sigma^2}{2(kT)^2}.$$

The exponent in the integral is therefore

$$-\frac{(\delta+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2}.$$

The first part is a normalized Gaussian with a displaced centre, and it integrates to one. The second part is a constant, so

$$\langle J\rangle=A^*T^2\exp\!\left[-\frac{\Phi}{kT}+\frac{\sigma^2}{2(kT)^2}\right].$$

Define the apparent barrier by $\langle J\rangle=A^*T^2e^{-\Phi_{\rm ap}/kT}$. Taking the logarithm and multiplying by $-kT$ gives

$$\boxed{\Phi_{\rm ap}=\Phi-\frac{\sigma^2}{2kT}}$$

With $kT=0.025852$ eV at 300 K,

$$\Phi-\Phi_{\rm ap}=\frac{(0.08\ \text{eV})^2}{2\times0.025852\ \text{eV}}=0.1238\ \text{eV}=123.8\ \text{meV}.$$

This is the requested 0.12 eV. Direct numerical integration of the Gaussian average gives the same value.

The reduction is quadratic in $\sigma$, so a 10% error in $\sigma$ changes it by about 20%. At fixed $\sigma$ it varies as $1/T$: it is 0.1485 eV at 250 K and 0.0928 eV at 400 K. A colder contact selects its low patches more strongly.

**Where your 0.25 eV comes from**

The displaced Gaussian is the distribution of the current over local barriers. Its centre lies at

$$\phi_{\rm dom}=\Phi-\frac{\sigma^2}{kT},$$

which is 0.2476 eV below the mean, twice the apparent reduction. The factor of two has a simple origin. Going down in barrier by $\sigma^2/kT$ raises the emission by $\exp[\sigma^2/(kT)^2]$, but the density of such patches is lower than at the mean by $\exp[-\sigma^2/2(kT)^2]$. The scarcity takes back half of the gain in the exponent.

Here $\sigma/kT=3.09$, so the dominant barrier lies about three standard deviations below the mean. Half of the current flows through the 0.0986% of the area whose barrier is lower still.

A Richardson plot finds this deeper barrier. With $\beta=1/kT$,

$$\ln\frac{\langle J\rangle}{T^2}=\ln A^*-\beta\Phi+\frac{\beta^2\sigma^2}{2},$$

$$-\frac{d}{d\beta}\ln\frac{\langle J\rangle}{T^2}=\Phi-\beta\sigma^2=\Phi-\frac{\sigma^2}{kT}.$$

The derivative assumes that $\Phi$ and $\sigma$ do not depend on temperature. The plot is curved, and its local slope gives $\phi_{\rm dom}$, not $\Phi_{\rm ap}$. A tangent drawn at $\beta_0$ and extended to $\beta=0$ has the intercept $\ln A^*-\beta_0^2\sigma^2/2$. The Richardson constant read from it is too small by $\exp(\beta_0^2\sigma^2/2)$. So the slope and the intercept both differ from those of a uniform contact with barrier $\Phi_{\rm ap}$, although the current at that one temperature is the same.

**Numbers for a test diode**

Take a contact in the rough regime of platinum silicide on lightly doped n-type silicon: $\Phi=0.85$ eV, $A^*=110$ A/(cm² K²) and doping $N_D=10^{16}$ cm⁻³. A uniform contact at the mean barrier would have

$$J=110\times300^2\times e^{-0.85/0.025852}=5.2\times10^{-8}\ \text{A/cm}^2 .$$

The disorder multiplies this by

$$\exp\!\left(\frac{3.0945^2}{2}\right)=120,$$

which gives $6.2\times10^{-6}$ A/cm². The three barriers are:

- mean barrier: 0.850 eV
- apparent barrier from the absolute current: 0.726 eV
- local slope of the Richardson plot at 300 K: 0.602 eV

The tangent to the Richardson plot at 300 K would return a constant of $110/120\approx0.92$ A/(cm² K²). This constant and the slope of 0.602 eV hold only for a barrier that does not depend on temperature. If the mean barrier followed the silicon gap, about $-0.25$ meV/K near 300 K, the slope would be about 0.68 eV and the constant about 18 A/(cm² K²). A measured Richardson plot therefore does not give $\sigma$ unless $d\Phi/dT$ is known.

**Does the contact contain enough patches?**

The average relies on rare patches, so a contact must be large enough to contain them. Let $w=e^{-\delta/kT}$ be the relative current of one patch. The Gaussian integral above gives $\langle w\rangle=e^{\sigma^2/2(kT)^2}$. Replacing $1/kT$ by $2/kT$ gives $\langle w^2\rangle=e^{2\sigma^2/(kT)^2}$. For $N$ independent patches of equal area, the standard deviation of the total current relative to its mean is therefore

$$\sqrt{\frac{\langle w^2\rangle-\langle w\rangle^2}{N\langle w\rangle^2}}=\sqrt{\frac{e^{\sigma^2/(kT)^2}-1}{N}}\approx\frac{120}{\sqrt N}.$$

Take square patches of side 400 nm that fill the contact. The estimates in the next sections replace such a patch by a disc of radius 200 nm. A diode 1 mm on a side holds 6.25 million of them, and the relative spread is 4.8%. One randomly drawn diode of this size gave a reduction of 0.1246 eV. Its distance from 0.1238 eV is within the expected $kT\times0.048\approx0.001$ eV.

A contact 10 µm on a side holds 625 patches, and the spread is 480%. Such a large value signals a very skewed distribution: a few contacts with an exceptionally low patch raise the ensemble mean. Among 4000 randomly drawn contacts the median reduction was 0.113 eV. The formula still describes the mean current of many small contacts, but a typical one shows less lowering.

The shape of the tail matters for the same reason. If the Gaussian is cut at three standard deviations on both sides and renormalized, the reduction falls to 0.104 eV. The cut removes about half of the current, since the dominant barrier lies just beyond it. A standard deviation obtained from the middle of a distribution therefore does not by itself fix the current.

**Is each patch wide enough?**

The average also assumes that an electron sees the barrier of the patch it crosses. A small low patch is surrounded by higher barriers, and their potential can close the path in front of it. This is called pinch-off.

First find the depletion field at the mean barrier. At this doping the conduction band edge in the bulk is 0.2053 eV above the Fermi level. At zero bias the mean band bending is $\psi=0.850-0.2053=0.6447$ eV. For a uniformly charged depletion layer of width $W$, the field falls linearly from $F=qN_DW/\varepsilon$ to zero. Its integral is the potential drop, $\psi/q=FW/2$, so

$$W=\sqrt{\frac{2\varepsilon\psi}{q^2N_D}}=289\ \text{nm},\qquad F=\frac{2\psi}{qW}=0.0447\ \text{MV/cm},$$

with relative permittivity 11.7.

Now lower the barrier by $\Delta$ inside a disc of radius $R$. For a half-space with prescribed potential on its surface, a surface element at distance $r$ from the axis contributes with weight $z/[2\pi(r^2+z^2)^{3/2}]$ at height $z$. On the axis the band edge is lowered by

$$\Delta\int_0^R\frac{z\,r\,dr}{(r^2+z^2)^{3/2}}=\Delta\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

Adding this to the mean depletion potential gives

$$U(z)=\Phi-qFz+\frac{qFz^2}{2W}-\Delta\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

At the metal the slope is $U'(0)=-qF+\Delta/R$. If it is positive, the band edge first rises away from the metal, and the electron must cross a saddle higher than the local barrier. For the dominant patch, $\Delta=0.2476$ eV, this happens below

$$R_c=\frac{\Delta}{qF}=55\ \text{nm}.$$

For $R=200$ nm, a numerical search along the axis finds no saddle. For $R=20$ nm the saddle is 0.089 eV above the local barrier, so on the axis the barrier is lowered by only $0.248-0.089=0.159$ eV. Away from the axis it is higher, and the opening is narrower than the patch. For the current of the whole patch, 0.159 eV is therefore an upper limit to the effective lowering. The average of the current must then be taken over the saddle heights, each weighted by the area of its opening. Their distribution is narrower on the low side than that of the barriers at the metal surface, so it is no longer Gaussian, and the boxed formula does not apply to it unchanged.

This estimate treats one isolated disc and keeps the mean depletion charge fixed. It is rough when $R$ is comparable to $W$, as for the 200 nm patch.

**Image force and tunnelling**

Both effects lower the barrier further, and both depend on the field in front of the dominant patch. On its axis the field at the metal is

$$F_{\rm loc}=F-\frac{\Delta}{qR}=0.0447-0.0124=0.0323\ \text{MV/cm}.$$

This value keeps the depletion charge fixed. It is only a rough one for $R$ comparable to $W$: for a very wide patch the expression tends to $F$, whereas the field must tend to that of a depletion layer with bending $\psi-\Delta$, namely $F\sqrt{1-\Delta/\psi}=0.035$ MV/cm. Letting the charge respond gives about 0.030 MV/cm for the 200 nm disc, which reduces the image lowering below by about 0.001 eV.

Near the metal, the image force and this field add $-qF_{\rm loc}z-q^2/(16\pi\varepsilon z)$ to the barrier. Setting the derivative to zero gives $z_0^2=q/(16\pi\varepsilon F_{\rm loc})$. The two terms are equal there, and the lowering is

$$2qF_{\rm loc}z_0=q\sqrt{\frac{qF_{\rm loc}}{4\pi\varepsilon}}=0.020\ \text{eV}.$$

For tunnelling, neglect the image force and treat the barrier top as a triangle. An electron at depth $u$ below the top has to cross a length $u/qF_{\rm loc}$. The WKB transmission is

$$\exp\!\left[-\frac{2}{\hbar}\int_0^{u/qF_{\rm loc}}\!\sqrt{2m(u-qF_{\rm loc}z)}\,dz\right]=e^{-cu^{3/2}},\qquad c=\frac{4\sqrt{2m}}{3\hbar qF_{\rm loc}}.$$

The supply of electrons grows as $e^{u/kT}$ below the top. With $x=u/kT$, and with the emission over the top normalized to one, the current is multiplied by

$$1+\int_0^\infty e^{x-c(xkT)^{3/2}}dx\approx1.5 .$$

I used the light transverse mass of silicon, $0.19\,m_0$. The factor corresponds to a lowering of $kT\ln1.5\approx0.010$ eV. It is an estimate, since WKB is crude near a barrier top and reflection above the barrier is ignored.

The two effects are not additive. The image force rounds the sharp top of the triangle, which makes the barrier thicker just below its top and weakens the tunnelling. Their simple sum, about 0.03 eV, is therefore an overestimate, and even so it is only a quarter of the disorder term. A uniform contact has such corrections too, so they should not be counted as part of the reduction due to disorder.

**Limits in temperature and doping**

The formula cannot be continued to low temperature. At fixed $\Phi$ and $\sigma$, the dominant barrier would reach zero at $kT=\sigma^2/\Phi=0.0075$ eV, or about 87 K. The assumptions fail before that. A finite contact runs out of low patches first: for the 1 mm diode the relative spread $\sqrt{(e^{\sigma^2/(kT)^2}-1)/N}$ reaches one near 235 K, and at 150 K a typical diode shows a reduction of about 0.23 eV where the formula gives 0.248 eV. Only a few kelvin above 87 K does the dominant barrier fall below the bulk band edge, where it no longer has a depletion layer in front of it. At 300 K the part of the tail below the bulk band edge carries a fraction $3.5\times10^{-7}$ of the calculated current. The degeneracy correction at the dominant barrier is about $2\times10^{-11}$. Neither matters here.

Heavy doping is a more serious limit. For an electron at the bulk band edge, the barrier of the depletion layer is $\psi(1-z/W)^2$. The WKB exponent is

$$\frac{2}{\hbar}\int_0^W\sqrt{2m\psi}\left(1-\frac zW\right)dz=\frac{W\sqrt{2m\psi}}{\hbar}=\frac{\psi}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N_D}{m\varepsilon}},$$

where the expression for $W$ was inserted. Thermionic emission requires $E_{00}\ll kT$. At $10^{16}$ cm⁻³, $E_{00}=0.00125$ eV, well below $kT$. At $10^{20}$ cm⁻³, with the same mass and permittivity, it is 0.12 eV, almost five times $kT$. Electrons then tunnel through the barrier well below its top, and $\sigma^2/2kT$ is not the right correction.

**What this means for a real contact**

The barrier, doping and Richardson constant above are rough values for a silicide diode on lightly doped silicon. The standard deviation is the one you were given, not a measured property of that contact. The 200 nm patch radius is a favourable choice, well above the critical radius of 55 nm. If the barrier varies over a few tens of nanometres instead, pinch-off weakens the low patches. An isolated patch of 20 nm radius, with a barrier at the metal 0.248 eV below the mean, acts as if it were lowered by at most about 0.16 eV. A transistor source or drain contact, doped near $10^{20}$ cm⁻³, is outside the model altogether.

For your exercise, quote a reduction of 0.12 eV in the apparent barrier at 300 K, relative to the mean. For a measurement, also state whether the barrier came from the absolute current or from a Richardson slope, and give the contact area. The numerical output below lists the values used here.

## Table of computed values

```
temperature: 300 K
thermal energy kT: 0.025852 eV
barrier standard deviation: 0.080 eV
mean barrier: 0.850 eV
sigma/kT: 3.0945 (no unit)
barrier reduction, formula: 0.12378 eV
barrier reduction, quadrature: 0.12378 eV
barrier reduction, main result: 123.8 meV
apparent barrier: 0.7262 eV
current enhancement: 120.1 (no unit)
Richardson constant: 110 A/(cm2 K2)
saturation current, uniform: 5.203e-08 A/cm2
saturation current, Gaussian: 6.247e-06 A/cm2
dominant shift below mean: 0.2476 eV
dominant local barrier: 0.6024 eV
area below dominant barrier: 0.0986 %
current below dominant barrier: 50.00 %
Richardson-slope barrier: 0.6024 eV
reduction at 250 K: 0.1485 eV
reduction at 400 K: 0.0928 eV
reduction, Gaussian cut at 3 sigma: 0.1039 eV
patch radius: 200 nm
1 mm diode, number of patches: 6250000
1 mm diode, current spread: 4.80 %
1 mm diode, sampled reduction: 0.1246 eV
10 um contact, number of patches: 625
10 um contact, current spread: 480 %
10 um contact, median reduction: 0.1130 eV
doping: 1.0e+16 cm^-3
relative permittivity: 11.7 (no unit)
density-of-states mass: 1.08 m0
tunnelling mass: 0.19 m0
bulk band edge above Fermi level: 0.2053 eV
mean band bending: 0.6447 eV
depletion width: 288.7 nm
mean field at metal: 0.0447 MV/cm
field at dominant patch: 0.0323 MV/cm
critical patch radius: 55.4 nm
saddle excess, radius 20 nm: 0.0889 eV
saddle excess, radius 200 nm: 0.0000 eV
image-force lowering: 0.0199 eV
tunnelling current factor: 1.496 (no unit)
tunnelling equivalent lowering: 0.0104 eV
degeneracy correction: 1.9e-11 (relative)
current from tail below band edge: 3.5e-07 (relative)
E00 at 1e16 cm^-3: 0.00125 eV
E00 at 1e20 cm^-3: 0.1245 eV
```
